# Comment on the claim that a flat coated wafer is stress-free

**The argument under comment**

A silicon wafer, 300 mm across and 775 µm thick, carries a silicon oxide film under a 200 nm silicon nitride film, both on its front face. Its bow is measured and found to be zero. The argument then runs as follows.

(i) A stressed film bends the wafer beneath it. (ii) This wafer is not bent. (iii) Hence its films are not stressed. (iv) Hence no elastic energy is available to peel or crack them.

Statement (i) is sound for a single, uniformly stressed film on one face of an initially flat, uniform substrate. The doubtful step is (iii), which passes from one measured number to two unknown stresses. To judge it we need to know which property of the stress the bow measures, and which property the energy measures.

**1. What a layer stores**

Take each layer as linear elastic, uniform, bonded to its neighbours and isotropic in the plane. Consider points far from the wafer's edge. Tension is positive. The upper surface is free, so the stress normal to the wafer vanishes, and the two in-plane stresses are equal. Hooke's law gives

$$\varepsilon=\frac{\sigma-\nu\sigma}{E}\quad\Rightarrow\quad \sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}.$$

Here $M$ is the biaxial modulus. Two directions do work, so the energy per volume is

$$\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2=\frac{\sigma^2}{M}.$$

The factor $\tfrac12$ of a uniaxial spring has cancelled. Tension and compression of the same size store the same energy in the same material.

Silicon is cubic rather than isotropic, but a (001) wafer under equal in-plane strains still has a single $M$. Vanishing normal stress requires $C_{11}\varepsilon_z+2C_{12}\varepsilon=0$, so $\varepsilon_z=-2C_{12}\varepsilon/C_{11}$. Then $\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z$ gives

$$M_s=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=165.7+63.9-49.3=180.3\ \text{GPa}.$$

**2. What the bow measures**

Let $z$ point upwards, towards the film side. Let $e(z)$ be the elastic strain each layer would have if the substrate were held flat and unstrained. Thus $e=0$ in the silicon, and $\sigma_i=M_ie_i$ is the stress of film $i$ in that held state.

Now release the wafer. It may stretch uniformly by $\varepsilon_0$ and bend with curvature $\kappa$. Measure height from the modulus-weighted mid-plane,

$$\zeta=z-\frac{\int Mz\,dz}{\int M\,dz},\qquad\text{so that}\qquad \int M\zeta\,dz=0.$$

Thin-plate bending adds a strain linear in height:

$$\sigma(\zeta)=M\,(e+\varepsilon_0+\kappa\zeta).$$

Positive $\kappa$ stretches the top, which makes a dome. The deflection is $-\kappa r^2/2$, so the centre stands above the edge, at radius $a$, by the bow $b=\kappa a^2/2$.

A free wafer carries no net force and no net moment across any cut. Define

$$A=\int M\,d\zeta,\quad D=\int M\zeta^2d\zeta,\quad N=\int Me\,d\zeta,\quad P=\int Me\,\zeta\,d\zeta.$$

Because $\int M\zeta\,d\zeta=0$, the two balances separate:

$$\int\sigma\,d\zeta=N+A\varepsilon_0=0,\qquad \int\sigma\zeta\,d\zeta=P+D\kappa=0,$$

$$\varepsilon_0=-\frac NA,\qquad \kappa=-\frac PD.$$

The bow therefore reports one number, the moment $P$ of the mismatch stresses. A flat wafer has $P=0$, which for uniformly stressed films of thickness $t_i$ centred at heights $\zeta_i$ reads

$$\sum_i\sigma_it_i\zeta_i=0.$$

(The variation of $\zeta$ across a film of uniform stress averages out, so $\zeta_i$ is simply the film's mid-height.) This is one equation for two stresses. If both films are thin and lie on the front face, $\zeta_i\approx h/2$ with $h$ the substrate thickness, and the condition becomes $\sum\sigma_it_i\approx0$: one film pulls as hard as the other pushes. Step (iii) mistakes a vanishing sum for vanishing terms.

**3. What the energy measures**

Insert the strain into the energy per area and expand the square:

$$U=\int M(e+\varepsilon_0+\kappa\zeta)^2d\zeta
=\int Me^2d\zeta+A\varepsilon_0^2+D\kappa^2+2\varepsilon_0N+2\kappa P.$$

The cross term $2\varepsilon_0\kappa\int M\zeta\,d\zeta$ is zero. Replacing $N=-A\varepsilon_0$ and $P=-D\kappa$ turns the last two terms into $-2A\varepsilon_0^2-2D\kappa^2$, so

$$U=\int Me^2\,d\zeta-\frac{N^2}{A}-D\kappa^2 .$$

The first term is the energy locked in before release. The second is what uniform stretching gives back, and the third is what bowing gives back. Bow enters with a minus sign: it is a sign of energy released. A flat wafer has released none by this route.

When can $U$ vanish? Its integrand is never negative, so $e+\varepsilon_0+\kappa\zeta$ must be zero at every height. If the wafer is also flat, $e$ must be constant through the thickness. Since $e=0$ in the silicon, it must then be zero in both films. Flatness alone does not impose this.

There is a scaling argument to the same effect. Multiply all mismatch strains by $s$. Then $P$ is multiplied by $s$ and $U$ by $s^2$. A wafer with $P=0$ stays flat for every $s$ while its energy changes without limit within the linear model. Zero bow cannot fix the energy.

**4. A wafer that contradicts step (iii)**

Give the nitride a tensile stress of 1000 MPa, with $E=270$ GPa and $\nu=0.27$, hence $M=369.9$ GPa. Give the oxide a compressive stress of −300 MPa, with $E=70$ GPa and $\nu=0.17$, hence $M=84.3$ GPa. The nitride force per width is

$$\sigma t=(1000\ \text{MPa})(200\ \text{nm})=200\ \text{N/m}.$$

Equal and opposite forces would need $200/300$ µm, or 666.7 nm, of oxide. The full condition $P=0$ gives 667.4 nm. The oxide lies beneath the nitride and so has a slightly shorter lever arm. The two mid-heights differ by $(667+200)/2\approx434$ nm, which is 0.11% of $h/2$, and the oxide force must be larger by that fraction: 200.2 N/m.

The wafer is now flat, and its energy is

$$\frac{\sigma_n^2t_n}{M_n}+\frac{\sigma_o^2t_o}{M_o}=0.541+0.712=1.253\ \text{J/m}^2,$$

or 7.8 eV/nm². Over the whole wafer this is 89 mJ. The nitride still carries 1000 MPa. The silicon carries about 290 Pa, because the films balance each other almost completely and leave it little to do. Doubling both stresses leaves the bow at zero and raises the energy to 5.01 J/m².

**5. Large compared with what?**

A sum of 89 mJ is small by everyday standards, so "large" needs a reference. The natural one is the energy that bowing can release. Take the nitride alone on the wafer. To leading order in $t/h$,

$$P\approx\frac{\sigma th}{2},\qquad D\approx\frac{M_sh^3}{12},\qquad A\approx M_sh,\qquad N=\sigma t,$$

and therefore

$$\kappa\approx-\frac{6\sigma t}{M_sh^2},\qquad
D\kappa^2=\frac{P^2}{D}\approx\frac{3\sigma^2t^2}{M_sh},\qquad
\frac{N^2}{A}\approx\frac{\sigma^2t^2}{M_sh}.$$

The first relation is Stoney's formula. Dividing the total release by the locked energy $\sigma^2t/M_f$, where $M_f$ is the film's modulus, gives

$$\text{released fraction}\approx\frac{4M_ft}{M_sh}
=\frac{4(369.9)(0.200)}{(180.3)(775)}\approx0.21\%,$$

three quarters of it through bowing. This wafer has $\kappa=-0.0111$ m⁻¹ and, with $a=0.150$ m, a bow of −124 µm: a bowl, since the tensile film contracts the top. Yet it has released only 0.86 mJ/m² by bending and keeps 0.540 J/m².

The flat two-film wafer thus stores about 1460 times the energy that bowing releases in the nitride-only wafer, and 2.3 times the energy which that bowed wafer still holds. Ranking these two wafers by bow would put their energies in the wrong order. The small released fraction relies on $M_ft\ll M_sh$. It fails for a film on a very thin or very soft substrate, where stretching and bending together relieve much of the stress.

The analysis so far assumed strain linear in height. That was tested on an elastic disk solved by finite elements without this assumption, with deliberately thick films. In units of the substrate's thickness and Young's modulus, the films had thicknesses 0.15 and 0.10 and moduli 0.6 and 1.5. The disk radius was 20 and all Poisson ratios were 0.25. With a mismatch of 0.01 in the top film alone, the central curvature agreed with $-P/D$ to four decimals. With the lower film's mismatch chosen to make $P=0$, the curvature fell below $10^{-5}$ of that value, while the energy rose by a factor of 6.4.

**6. Step (iv): the energy can drive a debond**

Suppose the nitride has a long, straight cut or edge, and separates from the oxide starting there, behind a debond front parallel to it. Far behind the front the film is free to contract perpendicular to it, but its strain $e=(1-\nu)\sigma/E$ along the front is still held. The remaining stress is uniaxial, $Ee$, with energy density

$$\tfrac12Ee^2=\frac{(1-\nu)^2\sigma^2}{2E}.$$

Subtract this from the initial $(1-\nu)\sigma^2/E$ and multiply by $t$:

$$G=\frac{(1-\nu)\sigma^2t}{E}\left[1-\frac{1-\nu}{2}\right]=\frac{(1-\nu^2)\sigma^2t}{2E}=0.343\ \text{J/m}^2.$$

This is the energy released per area of new debond, a fraction $(1+\nu)/2\approx0.64$ of the film's energy. The relaxation of the wafer itself has been neglected; by the estimate of section 5 it is of order 1 mJ/m². Whether the film peels depends on whether $G$ exceeds the toughness of the interface, which must be known separately. The bow does not appear in $G$. Separation of the oxide from the silicon needs another calculation: the nitride comes away with it, and the pair, with tension above and compression below, has almost no net force to relax and releases its energy by curling upwards. With the strain along the front held, this gives about 0.54 J/m², more than the nitride debond.

**7. A second flat wafer, and a bowed one without stress**

Opposite signs are needed when both films are thin and lie on one face. Put the same tensile nitride on both faces instead. Now $\zeta=\pm h/2$ to leading order, the moments cancel by symmetry, and the wafer is flat with equal signs. The forces add, so the silicon is compressed:

$$\sigma_s\approx-\frac{2\sigma t}{h}=-\frac{400\ \text{N/m}}{775\ \text{µm}}=-0.52\ \text{MPa}.$$

The stored energy is 1.080 J/m², about twice that of the nitride-only wafer.

The converse inference, from bow to stress, fails too. Let a bare, free wafer be hotter on top by $\Delta T$, with a linear temperature profile and expansion coefficient $\alpha$. Held flat, it would have $e=-\alpha\Delta T\,\zeta/h$, apart from a uniform part that stretching removes. Then $P=-\alpha\Delta T\,D/h$ and

$$\kappa=\frac{\alpha\,\Delta T}{h},\qquad \sigma=M(e+\kappa\zeta)=0 .$$

With $\alpha=2.6$ ppm/K, a difference of 1 K gives a bow of 37.7 µm and no stress. Holding 1 K across this wafer needs a heat flux of about 19 W/cm², some 14 kW in all, so such a gradient requires intense one-sided heating. This is the affine case allowed by section 3.

**8. Measurements that would settle the question**

Strip the nitride. The flat wafer then becomes a dome with a bow of +124.7 µm, and $\kappa=2b/a^2=0.01108$ m⁻¹. Stoney's formula returns the oxide force,

$$\sigma_ot_o\approx-\frac{M_sh^2\kappa}{6}\approx-200\ \text{N/m},$$

and the earlier flatness assigns +200 N/m to the nitride. Dividing by the measured thicknesses yields both stresses. This assumes that stripping leaves the oxide unchanged.

Heating gives another signal. Heating adds $(\alpha_s-\alpha_i)\Delta T$ to each $e_i$, which stretches any film that expands less than silicon. The nitride's coefficient is close to silicon's, so the sign of its term can depend on the deposition. With rough coefficients of 2.3 ppm/K for nitride and 0.5 ppm/K for oxide, a rise of 100 K adds

$$\Delta T\sum_iM_it_i(\alpha_s-\alpha_i)\approx2.2+11.8=14.0\ \text{N/m}.$$

The bow becomes −8.7 µm with silicon's coefficient held at 2.6 ppm/K. That coefficient in fact rises to about 3.2 ppm/K over this range, averaging about 2.9, which moves the bow to roughly −10 to −11 µm. A stack balanced at one temperature stays balanced at others, with constant coefficients and thin films on one face, if this second sum vanishes as well. Heating alone does not reveal the original stresses, since the added force does not contain them.

**9. Reading a real bow measurement**

The wafer dimensions are those of standard 300 mm silicon. The film stresses, moduli and expansion coefficients are rough typical values; real ones depend strongly on deposition. Furnace deposition coats both faces, so the one-sided stack presumes a one-sided process or a stripped back face. The balance is delicate: nitride 1% too thick gives a bow of −1.2 µm, while the energy changes by 0.4%. Device wafers also break the assumption of continuous films. If 10% of the nitride is removed in an even pattern, fine compared with the wafer's thickness but coarse compared with the film's, its average force falls by about 10% if relaxation at the pattern edges is neglected, and linearity then predicts a bow near +12 µm. Each edge also unloads the nitride beside it, over a distance that can be several film thicknesses and that the compliant oxide lengthens. This lowers the average force further, mainly across the edges, and the effect is not small. For parallel lines each edge loses the force of roughly 4 to 7 film thicknesses of nitride, so the bow across the lines is about 17 µm at a 100 µm pitch, 32 µm at 20 µm and 69 µm at 5 µm, while along the lines it stays near 12 µm. Cracking and plastic flow also lie outside the estimate.

Gravity is not a small correction. For a plate of bending stiffness $B=Eh^3/[12(1-\nu^2)]$ under weight per area $q$, resting on an edge ring, the downward deflection obeys $B\nabla^4w=q$, so $w=qr^4/(64B)+cr^2+\text{const}$. Zero radial moment at the edge, $w''+\nu w'/r=0$, gives $c=-(3+\nu)qa^2/[32(1+\nu)B]$. The centre then sags by

$$w(0)-w(a)=\frac{(5+\nu)\,qa^4}{64(1+\nu)B}.$$

Using silicon's elastic constants along ⟨100⟩ or ⟨110⟩ as isotropic stand-ins gives 106 or 101 µm, comparable with the bow of the nitride-only wafer. "Zero bow" must therefore mean zero after the gravity sag and the wafer's initial shape have been subtracted.

Large deflection matters less here. A spherical cap must also stretch in its plane. With in-plane forces $N_r=c'(a^2-r^2)$ and $N_\theta=(rN_r)'=c'(a^2-3r^2)$, compatibility requires $c'=Eh\kappa^2/16$, and the mean stretching energy per area is $Eh\kappa^4a^4/384$. Adding this to the bending energy $M_sh^3(\kappa^2-2\kappa\kappa_{\rm lin})/12$ and setting the derivative to zero gives

$$\frac{\kappa_{\rm lin}}{\kappa}=1+\frac{(1-\nu)b^2}{4h^2},$$

where $\kappa_{\rm lin}$ is the small-deflection value. For the nitride-only wafer this gives 0.47%. A free wafer departs slightly from a spherical shape, so the figure gives only the order of magnitude of the effect, not the correction to the bow itself.

**Assessment**

Steps (iii) and (iv) do not follow. The measurement supports a narrower statement: for uniform films with equal in-plane stresses, and after correction for gravity and initial shape, the mismatch stresses have no net moment about the mid-plane. The films' separate stresses, and the energy available for debonding, require a further measurement such as the strip test of section 8. The numerical output lists the main values used here.

## Table of computed values

```
wafer diameter 300 mm, thickness 775 um
silicon C11, C12, C44: 165.7, 63.9, 79.6 GPa
biaxial modulus of silicon (001): 180.3 GPa
nitride E 270 GPa, nu 0.27, M 369.9 GPa
oxide E 70 GPa, nu 0.17, M 84.3 GPa
nitride stress 1000 MPa, thickness 200 nm
oxide stress -300 MPa
mismatch strain, nitride: 2.704 x 1e-3
mismatch strain, oxide: -3.557 x 1e-3
oxide thickness for a flat wafer: 667.41 nm
oxide thickness from equal forces: 666.67 nm
film force, nitride: 200.00 N/m
film force, oxide: -200.22 N/m
flat stack, size of bow: 0.000000 um
flat stack, silicon stress: 289 Pa
flat stack, nitride stress: 1000.00 MPa
energy in nitride: 0.5407 J/m2
energy in oxide: 0.7122 J/m2
flat stack, stored energy: 1.2530 J/m2
same in eV/nm2: 7.82
flat stack, energy of whole wafer: 88.6 mJ
both stresses doubled, size of bow: 0.000000 um
both stresses doubled, energy: 5.0119 J/m2
nitride alone, curvature: -0.01106 1/m
nitride alone, thin-film curvature: -0.01108 1/m
nitride alone, bow: -124.4 um
oxide alone (nitride stripped), bow: 124.7 um
nitride alone, stored energy: 0.5396 J/m2
nitride alone, released by bowing: 0.857 mJ/m2
nitride alone, released fraction in all: 0.211 %
share of that release due to bowing: 75.0 %
flat-stack energy / bowing release: 1462
nitride on both faces, energy: 1.0803 J/m2
nitride on both faces, silicon: -0.516 MPa
nitride debond energy release: 0.3434 J/m2
nitride 1 % thicker, bow: -1.24 um
nitride 1 % thicker, energy: 1.2584 J/m2
expansion Si, nitride, oxide: 2.6, 2.3, 0.5 ppm/K
flat stack heated by 100 K, bow: -8.73 um
bare wafer, top 1 K hotter, stress-free bow: 37.7 um
gravity sag on edge ring, <100> constants: 106 um
gravity sag on edge ring, <110> constants: 101 um
large-deflection correction, nitride alone: 0.47 %
disk test, curvature / plate value: 1.0000
disk test, flat stack / single film curvature: 0.00000
disk test, flat stack / single film energy: 6.366
```
